DFT-1/2 and Dudarev shifts for filled and empty levels

Suppose a semilocal calculation gives too small a gap, and one must choose between DFT-1/2 and a Hubbard U. One thing to ask is where the lowest empty state lives. If U is the curvature of the energy with respect to the occupation of a localized filled level, both corrections lower that level by about the same amount at fixed density. They part at the empty level: the Hubbard term raises it if it is built from localized orbitals that are less than half filled, whereas DFT-1/2, to first order, leaves it alone if the subtracted potential does not reach it and lowers it if that potential is positive where the empty state lives, as in the molecule below.

**Setting and assumptions**

Hartree atomic units are used. Let g be a spin orbital with occupation f between 0 and 1, all other occupations being held fixed. The energy is

E = Σᵢ fᵢ ⟨i|t + v_ext|i⟩ + E_Hxc[ρ↑, ρ↓],

where t is the kinetic operator, v_ext the external potential and E_Hxc the Hartree plus exchange-correlation energy. The orbitals obey h|i⟩ = εᵢ|i⟩ with h = t + v_ext + v, where v = δE_Hxc/δρ in the spin channel of the orbital.

(A1) For each f the orbitals minimize E within their symmetry class, and they vary smoothly with f.

(A2) g is the lowest level of its symmetry in its spin channel. This is needed for the bounds in Lemma 3.

(A3) The Dudarev parameter is identified with the relaxed curvature of this orbital, U = d²E/df².

A3 is a condition, not an identity for every U in use. In a solid, constraining the occupation of a localized orbital also costs hybridization energy, even for non-interacting electrons. That band contribution to the curvature must be subtracted before the rest is called U. When g is itself an eigenorbital whose occupation is prescribed, as in the molecule below, no such contribution enters.

Write ε(f) for the level of g, and primes for derivatives with respect to f. The DFT-1/2 self-energy and its potential are

S = ε(1) − ε(1/2),
V_S = v(f=1) − v(f=1/2),

with v taken in the spin channel of g. DFT-1/2 subtracts V_S from the potential of the fully occupied system. The theorem concerns this V_S, made by half-emptying the single spin orbital g. Spreading the half electron over both spins or over a whole shell gives a different potential. For F2 below, spreading it evenly over the four π_g spin orbitals lowers g by 0.2365 Ha instead of 0.2274 Ha.

**Theorem**

(a) Under A1,

S = ∫ from 1/2 to 1 of ε′(f) df = ε′(1)/2 − ε″(1)/8 + ε‴(1)/48 − …

If ε is linear in f, then S = ε′/2.

(b) If A3 also holds and ε is linear, then at fixed density the DFT-1/2 shift −S of the filled level equals its Dudarev shift −U/2.

(c) Adding an electron to an empty level c calls for an upward shift U_c/2 in the linear approximation, where U_c is the slope of that level. The first-order DFT-1/2 shift at fixed density is instead −⟨c|V_S|c⟩. It vanishes if V_S does not reach c, and it is negative if V_S is positive where c lives.

**Lemma 1: the level is the energy slope**

Under A1, dE/df = ε(f).

Proof. The occupation enters E explicitly and through the orbitals. The density changes by |g|² df plus the changes of the orbital densities, and E_Hxc responds with v times the density change. Collecting the terms gives

dE/df = ⟨g|h|g⟩ + Σᵢ fᵢ [⟨di/df|h|i⟩ + ⟨i|h|di/df⟩].

Since h|i⟩ = εᵢ|i⟩, the bracket is εᵢ d⟨i|i⟩/df, which is zero because the orbitals stay normalized. What remains is ⟨g|h|g⟩ = ε(f). ∎

It follows that ε′ = d²E/df²: the slope of the level is the curvature of the energy.

**Lemma 2: the half-occupied level gives the removal energy**

Integrate Lemma 1 and expand ε about f = 1/2, with x = f − 1/2:

E(1) − E(0) = ∫ from −1/2 to 1/2 of [ε(1/2) + ε′(1/2)x + ε″(1/2)x²/2 + …] dx.

The linear term is odd and integrates to zero. The quadratic term uses ∫x² dx = 1/12, so

E(1) − E(0) = ε(1/2) + ε″(1/2)/24 + …

This is Slater's transition-state rule with its leading error. The removal energy E(0) − E(1) is therefore close to −ε(1/2). ∎

**Proof of part (a)**

The integral form of S is the fundamental theorem of calculus. For the series, expand about f = 1 with step −1/2:

ε(1/2) = ε(1) − ε′(1)/2 + ε″(1)/8 − ε‴(1)/48 + …

Subtracting this from ε(1) gives the stated series. For a linear level all terms after the first vanish. The factor one half is thus the length of the occupation interval, half an electron. ∎

**Lemma 3: the self-energy as the expectation of a potential**

Let g₁ and g½ be the orbital at f = 1 and f = 1/2. Then

ε′ = ⟨g|dv/df|g⟩,

and, under A2,

⟨g₁|V_S|g₁⟩ ≤ S ≤ ⟨g½|V_S|g½⟩.

Proof. Differentiate ε = ⟨g|h|g⟩. The orbital derivatives contribute ε d⟨g|g⟩/df = 0, and in h only v depends on f. This gives the first formula, in which dv/df includes the relaxation of all orbitals.

For the bounds, note that h(1/2) = h(1) − V_S. Since g½ is the lowest state of its symmetry for h(1/2), the trial state g₁ cannot lie below it:

ε(1/2) ≤ ⟨g₁|h(1) − V_S|g₁⟩ = ε(1) − ⟨g₁|V_S|g₁⟩.

Rearranged, this is the lower bound. Now use g½ as a trial state for h(1):

ε(1) ≤ ⟨g½|h(1/2) + V_S|g½⟩ = ε(1/2) + ⟨g½|V_S|g½⟩.

This is the upper bound. ∎

**Remark: S is not just an electrostatic self-energy**

If the orbitals are frozen at their f = 1 shapes, adding df to the occupation changes the density by |g|² df. The slope is then

ε′_frozen = J + K_xc,
J = ∬ |g(r)|²|g(r′)|²/|r − r′| dr dr′,

where K_xc is the expectation of the exchange-correlation kernel with |g|² in both places.

Relaxation cannot increase this slope. Let D(f) = E_frozen(f) − E(f). By A1, D ≥ 0 for f ≤ 1. At f = 1 both energies agree, and so do their first derivatives, by Lemma 1. Hence D = D″(1)(f − 1)²/2 + …, which can be non-negative only if D″(1) ≥ 0. Therefore ε′(1) ≤ ε′_frozen. The electrostatic self-energy J/2 of the orbital density equals S only if the kernel, relaxation and curvature corrections add up to zero.

**Proof of part (b)**

For an occupation matrix n of localized orbitals in one spin channel, the Dudarev energy is

E_U = (U/2) Tr(n − n²).

Under a change δn, the cyclic property of the trace gives δTr(n²) = 2Tr(n δn), so

δE_U = (U/2)[Tr δn − 2Tr(n δn)] = Tr[U(1/2 − n) δn].

The added potential matrix is U(1/2 − n). It equals −U/2 for n = 1 and +U/2 for n = 0. A state with only a fraction p of its weight in such an orbital is shifted, to first order, by p times this value.

By A3 and part (a), U/2 = ε′/2 = S for a linear level. Since h(1) − V_S = h(1/2), DFT-1/2 at fixed density moves the filled level to ε(1/2), a shift of −S. The filled shifts therefore agree. ∎

The energy shows why this shift is the right one. With n = f, the corrected level is

ε(f) + U(1/2 − f).

For a linear level, ε(f) = ε(1) − U(1 − f). Substitution gives

ε(1) − U + Uf + U/2 − Uf = ε(1) − U/2 = ε(1/2).

The corrected level no longer depends on f, and the corrected energy is a straight line between its integer ends. Since f − f² vanishes at f = 0 and f = 1, the end energies are unchanged. The uncorrected parabola lies below its chord by (U/2)f(1 − f), which is U/8 at the midpoint.

**Proof of part (c)**

Let c be empty in the N-electron system, and let f now be its own occupation. Lemmas 1 and 2 apply to c as they did to g:

E(N+1) − E(N) = ε_c(1/2) + ε_c″(1/2)/24 + …

Expanding about the empty end gives the required rise,

ε_c(1/2) − ε_c(0) = U_c/2 + ε_c″(0)/8 + …, with U_c = ε_c′(0).

The Dudarev term supplies the leading part, +U_c/2, if c is itself an empty orbital of the corrected localized space, with n = 0, and its own U is used.

DFT-1/2 adds −V_S, a potential made from the half-emptied filled orbital. First-order perturbation theory for h − V_S gives the shift −⟨c|V_S|c⟩. Nothing in this expression depends on whether c is filled or empty. An upward shift would require a negative expectation value of V_S. ∎

**Remark: two limits for the gap**

Let w = ⟨c|V_S|c⟩/S. At fixed density and to first order in the shift of c, DFT-1/2 widens the separation of g and c by

S − ⟨c|V_S|c⟩ = S(1 − w).

This is also the opening of the gap if g is the highest filled and c the lowest empty level both before and after the shift, as assumed in the rest of this remark. The opening needed to reach the difference between addition and removal levels is about U_g/2 + U_c/2.

If c lies outside V_S, then w = 0 and the opening is S. Should c be localized elsewhere with a similar slope, this is half of what is needed. If c is spread over a large length L, the missing half is itself small. Put |c|² = L⁻³F(r/L). Scaling both integration variables by L gives J proportional to 1/L, and for a bounded local kernel K_xc falls as 1/L³. The field of this charge scales as 1/L² over a volume L³, so the relaxation energy of a medium of finite polarizability scales as (1/L²)²L³ = 1/L. Then U_c tends to zero, and an opening of S is what this argument asks for.

If V_S has nearly the same expectation value in c as in g, w is near one and the gap hardly opens. This can happen when the two occupy the same region, as in the molecule below, but sharing a region does not by itself fix w. To first order, a local potential cannot separate filled and empty states on which it has the same expectation value.

The scaling argument also applies to a filled state. For one spread over a whole crystal, the slope and the shift from its own half occupation vanish as well. The finite correction that DFT-1/2 makes to a valence band rests on the added assumption that the hole is localized, with V_S taken from an atom.

**Remark: why V_S is trimmed in solids**

The densities at f = 1 and f = 1/2 differ by half an electron. Far from a finite system the local exchange-correlation part dies out with the density, and the electrostatic part leaves

V_S → 1/(2r).

A sum of such tails over all atoms of a crystal does not converge, so DFT-1/2 multiplies V_S by a cutoff function. The statement that an outside state is unshifted refers to this trimmed potential. Without trimming, even a distant state is lowered by about 1/(2r).

**Worked example: F2**

The molecule has a fixed, chosen bond length of 1.40 Å and is treated in the spin-polarized local density approximation (Slater exchange, VWN correlation) with the cc-pVTZ basis. Here g is one real component of the filled antibonding π_g pair, and c is the empty antibonding σ_u orbital. V_S comes from the molecule itself and is not trimmed. Vibration, geometry relaxation and relativity are left out, and the errors of the functional are not assessed. The complete numerical output follows the text.

The filled level lies at −0.3436 Ha for f = 1 and at −0.5710 Ha for f = 1/2, so

S = −0.3436 + 0.5710 = 0.2274 Ha (6.19 eV).

The slope at f = 1, found from levels at nearby occupations, is U_g = 0.4492 Ha. Its half is 0.2246 Ha (6.11 eV), about 1.2% below S. The curvature term accounts for the difference: with ε″ = −0.0229 Ha,

0.2246 + 0.0229/8 = 0.2275 Ha.

The bounds of Lemma 3 are 0.2268 and 0.2280 Ha, and S lies between them.

The electrostatic repulsion is J = 0.6558 Ha. The frozen slope is 0.5967 Ha, so the kernel contributes −0.0591 Ha. Relaxation removes a further 0.1475 Ha and leaves U_g. The self-energy J/2 = 0.3279 Ha would overestimate S by 44%.

The total-energy difference gives a removal energy of 0.5719 Ha, against −ε(1/2) = 0.5710 Ha. The difference of 0.0009 Ha has the sign and size of the term in Lemma 2. That term needs ε″ at f = 1/2. The levels at f = 1, 1/2 and 0 (−0.34356, −0.57099 and −0.80365 Ha) give ε″ ≈ −0.0209 Ha, and 0.0209/24 = 0.0009 Ha. At half occupation the energy lies 0.0575 Ha below its chord, while U_g/8 is 0.0562 Ha. Using the slope extrapolated to the midpoint, 0.4492 + 0.0229/2 = 0.4607 Ha, gives 0.0576 Ha.

For the empty level, half filling raises ε_c from −0.2107 to 0.0182 Ha, a rise of 0.2289 Ha (6.23 eV). Half of its own slope is 0.2320 Ha. To first order, DFT-1/2 at fixed density moves this level by −0.2295 Ha (−6.24 eV): the opposite sign and, in this basis, almost the same magnitude. With diffuse functions (aug-cc-pVQZ) the rise is 0.205 Ha and the shift −0.220 Ha, so the signs stay opposite but the sizes differ by about 7%.

Here w = 0.2295/0.2274 = 1.01. The total-energy gap (third line) and the separations between the levels g and c (other lines) are

Kohn-Sham: 0.1328 Ha (3.61 eV),
Kohn-Sham + U_g/2 + U_c/2: 0.1328 + 0.2246 + 0.2320 = 0.5894 Ha (16.04 eV),
E(N+1) + E(N−1) − 2E(N): 0.5888 Ha (16.02 eV),
DFT-1/2 at fixed density, to first order in the shift of c: 0.13283 + 0.22742 − 0.22948 = 0.13077 Ha (3.56 eV).

The close agreement of the second and third lines belongs to this basis, where two errors cancel: U_g/2 lies 0.0028 Ha below S and U_c/2 lies 0.0031 Ha above the required rise. In aug-cc-pVQZ the two lines are 0.5635 and 0.5480 Ha, 0.42 eV apart. The second line takes the molecular orbitals g and c themselves as the localized space, with a separate U for each. One common U would replace both slopes by a single number, here with little effect because they differ by about 3%.

A DFT+U calculation with atomic 2p projectors need not give this line. The 2p orbitals along the bond contribute to both the filled σ_g and the empty σ_u orbital. In the simplest model, with one such orbital per atom and no overlap between them, σ_g and σ_u each have half their weight on either atom. Filling only σ_g then gives n = 1/2 on each atom, so U(1/2 − n) vanishes and c is not shifted at all. The choice of projector can therefore matter as much as the value of U.

The lowering is not special to this one empty state. In the finite basis the smallest eigenvalue of the V_S matrix is λ = 0.140 Ha. For any state in that basis, ⟨h − V_S⟩ ≤ ⟨h⟩ − λ. By the min-max principle, the k-th eigenvalue is the minimum, over k-dimensional subspaces, of the largest expectation value in the subspace. Each ordered eigenvalue in this spin channel therefore falls by at least λ at fixed density. The number belongs to this compact basis; it is 0.072 Ha in aug-cc-pVTZ and 0.064 Ha in aug-cc-pVQZ. Functions reaching far out would feel the decaying tail and bring λ towards zero.

When −V_S is applied to both spin channels and the density is allowed to respond, the two shifts become −0.1957 Ha for the filled level and −0.1956 Ha for the empty one. The filled shift is 14% smaller in magnitude than S. At fixed density the shift would be exactly −S, so the whole difference comes from the response of the density. The separation of g and c is 0.1329 Ha (3.62 eV), essentially the Kohn-Sham value. The other π_g component, which was left full when V_S was made, is lowered slightly less than g and becomes the highest filled level. Its shift is −0.1934 Ha, so the gap itself is 0.1306 Ha, a little smaller than this separation.

The addition energy is 0.0169 Ha (0.46 eV), so in this calculation the anion lies above the neutral molecule. The basis has no diffuse functions and holds the added electron in a valence orbital. Neither this energy nor the 16.02 eV gap is a converged prediction for F2, and the digits given above hold for cc-pVTZ only. In aug-cc-pVQZ the addition energy changes sign, to −0.026 Ha, and the total-energy gap falls to 0.548 Ha (14.9 eV). S becomes 0.2195 Ha, U_g 0.427 Ha, U_c 0.436 Ha and ε″ −0.054 Ha, so U_g/2 lies about 3% below S and J/2 about 49% above it. The self-consistent shifts become −0.184 and −0.183 Ha, the filled one 16% smaller than S. The ratio w stays near one (1.00), and the self-consistent separation of g and c stays at 0.133 Ha against a Kohn-Sham value of 0.132 Ha. The comparison of shifts is made within one functional and one basis, where the energies and levels refer to the same model.

Numbers as computed

```
F2 bond length: 1.40 angstrom; basis functions: 60
Neutral total energy: -198.32747 Ha
Filled level, occupation 1: -0.34356 Ha
Filled level, occupation 1/2: -0.57099 Ha
Filled level, occupation 0: -0.80365 Ha
Removal energy E(N-1)-E(N): 0.57186 Ha = 15.561 eV
Janak energy slope at g=0.95: -0.36606 Ha
Filled level at g=0.95: -0.36605 Ha
Self-energy S: 0.22742 Ha = 6.188 eV
Filled-level slope U_g: 0.44920 Ha = 12.223 eV
Half slope U_g/2: 0.22460 Ha = 6.112 eV
Second derivative of filled level: -0.02293 Ha
S with curvature correction: 0.22746 Ha
Lower bound <g1|V_S|g1>: 0.22680 Ha
Upper bound <g1/2|V_S|g1/2>: 0.22801 Ha
Hellmann-Feynman slope: 0.44920 Ha
Electrostatic self-repulsion J: 0.65579 Ha
Frozen-orbital slope: 0.59668 Ha
Energy below chord at g=1/2: 0.05753 Ha
Dudarev midpoint correction U_g/8: 0.05615 Ha
Empty level, occupation 0: -0.21073 Ha
Empty level, occupation 1/2: 0.01815 Ha
Addition energy E(N+1)-E(N): 0.01693 Ha = 0.461 eV
Empty-level slope U_u: 0.46398 Ha = 12.625 eV
Required empty-level rise: 0.22889 Ha = 6.228 eV
Half slope U_u/2: 0.23199 Ha = 6.313 eV
Second derivative of empty level: -0.02265 Ha
Empty-level rise with curvature correction: 0.22916 Ha
One-shot DFT-1/2 empty-level shift: -0.22948 Ha = -6.245 eV
Self-consistent DFT-1/2 filled shift: -0.19569 Ha = -5.325 eV
Self-consistent DFT-1/2 empty shift: -0.19559 Ha = -5.322 eV
Kohn-Sham gap: 0.13283 Ha = 3.615 eV
Total-energy fundamental gap: 0.58879 Ha = 16.022 eV
Two-transition-state gap: 0.58914 Ha = 16.031 eV
Kohn-Sham gap + U_g/2 + U_u/2: 0.58942 Ha = 16.039 eV
One-shot DFT-1/2 gap: 0.13077 Ha = 3.558 eV
Self-consistent DFT-1/2 gap: 0.13293 Ha = 3.617 eV
Smallest eigenvalue of V_S matrix: 0.13992 Ha
Tail at 20.0 bohr: 0.025121 Ha
Point-charge tail 1/(2r): 0.025000 Ha
```
